\section*{Why the most stable adsorption geometry may not be the reactive one}

\section{The belief}

\textbf{Q:} I want to know how fast a metal alkylamide precursor loses a ligand on a hydroxylated oxide. The amide ligand takes the proton of a surface hydroxyl and leaves as an amine. I found the most stable adsorption geometry, A. Its ligand points away from the proton, and its barrier is high. Another orientation, B, has the ligand closer to the proton but lies 0.20 eV higher. At 500 K hardly any molecules are in B, so the reaction must start from A and be slow. Is that right?

\textbf{A:} Your statement about the population is right, but the conclusion does not follow. A population says where molecules spend their time. A product flux is a population multiplied by a rate constant, and the second factor can vary far more than the first.

Let $G_A$ and $G_B$ be the free energies of the two adsorbed states, with $\Delta=G_B-G_A>0$, and let $G_i^\ddagger$ be the free energy of the transition state reached from orientation $i$. All are measured from one common zero. Suppose first that the orientations interconvert much faster than they react. Their populations then obey
\begin{equation}
\frac{\theta_B}{\theta_A}=e^{-\Delta/kT}.
\end{equation}
With a common prefactor $\nu$, the reaction rate constants are $k_i=\nu e^{-(G_i^\ddagger-G_i)/kT}$. The fluxes $f_i=k_i\theta_i$ have the ratio
\begin{align}
\frac{f_B}{f_A}
&=\frac{k_B}{k_A}\,e^{-\Delta/kT}\nonumber\\
&=e^{-[(G_B^\ddagger-G_B)-(G_A^\ddagger-G_A)]/kT}\,e^{-(G_B-G_A)/kT}\nonumber\\
&=e^{(G_A^\ddagger-G_B^\ddagger)/kT}. \label{ratio}
\end{align}
In the exponent, $+G_B-G_A$ from the rate constants cancels $-G_B+G_A$ from the populations. The energies of the minima drop out. B carries most of the product if its barrier is lower than A's by more than $\Delta$.

\section{What closeness does to the barrier}

\textbf{Q:} Then B needs a barrier more than 0.20 eV lower. Why should a slightly shorter distance achieve that?

\textbf{A:} A simple model shows the mechanism. Put the proton on the line between the hydroxyl oxygen and the ligand atom, a distance $R$ apart, and displace it by $\delta$ from the midpoint. Each end attracts it through the same Morse potential, with depth $D$, inverse range $a$ and bond length $r_0$:
\begin{equation}
M(s)=D\left[e^{-2a(s-r_0)}-2e^{-a(s-r_0)}\right].
\end{equation}
The two bond lengths are $R/2\pm\delta$. Define $x=e^{-a(R/2-r_0)}$, so that the two exponentials are $xe^{\mp a\delta}$. With $c=\cosh a\delta$ and $\cosh 2a\delta=2c^2-1$, the sum is
\begin{align}
V&=D\left[x^2(e^{2a\delta}+e^{-2a\delta})-2x(e^{a\delta}+e^{-a\delta})\right]\nonumber\\
&=2D\left[x^2(2c^2-1)-2xc\right].
\end{align}
This is a parabola in $c$, with its minimum where $4x^2c-2x=0$, or $c=1/(2x)$. Since $c\ge1$, two separate wells exist if $x<1/2$. The energies of the wells and of the midpoint, where $c=1$, are
\begin{align}
V_{\rm well}&=2D\left[\tfrac12-x^2-1\right]=-D(1+2x^2),\\
V_{\rm mid}&=2D(x^2-2x).
\end{align}
Their difference is the barrier at fixed distance:
\begin{equation}
b(R)=D(1-4x+4x^2)=D(1-2x)^2,\qquad x<\tfrac12. \label{fixed}
\end{equation}
For $x\ge1/2$ the wells have merged and $b=0$. As $R$ grows, $x$ falls and the barrier rises, because the proton must leave one well before it feels the other.

\textbf{Q:} But the molecule is not clamped. Even from A it could lean towards the proton.

\textbf{A:} It can, at a price. Let orientation $i$ rest at $R_i$, and let its energy with the proton relaxed in its well be $\kappa(R-R_i)^2/2$. This spring stands for everything that resists leaning. A path from reactant to product must cross $\delta=0$, so the barrier is the lowest energy on that line:
\begin{equation}
E_i=\min_R F(R,R_i),\qquad F=\tfrac12\kappa(R-R_i)^2+b(R). \label{lean}
\end{equation}
At the minimum, $R=R_i^\ddagger$ and $\partial F/\partial R=0$. Therefore
\begin{equation}
\frac{dE_i}{dR_i}=\frac{\partial F}{\partial R_i}
+\frac{\partial F}{\partial R}\frac{dR_i^\ddagger}{dR_i}
=\kappa(R_i-R_i^\ddagger). \label{slope}
\end{equation}
To find its sign, use $dx/dR=-ax/2$, which gives $b'(R)=2aDx(1-2x)>0$ for separate wells. The condition $\kappa(R_i^\ddagger-R_i)+b'(R_i^\ddagger)=0$ then requires $R_i^\ddagger<R_i$. The slope is positive: with the spring and the Morse parameters held fixed, a more distant ligand has a higher barrier.

\section{Numbers for the two orientations}

\textbf{Q:} Can a realistic change of distance outweigh 0.20 eV?

\textbf{A:} Take round parameters: $D=4.5$ eV, $a=22$ nm$^{-1}$, $r_0=0.100$ nm and $\kappa=300$ eV/nm$^2$. Let the ligand atom rest 0.370 nm from the oxygen in A and 0.345 nm in B. At these rest distances the barriers would be 2.15 and 1.59 eV. Leaning in lowers both. The saddles lie at 0.2981 nm for A and 0.2867 nm for B, where $x=0.340$ and $0.385$, and Eq.~(\ref{lean}) gives
\begin{align}
E_A&=150(0.0719)^2+4.5(0.320)^2\nonumber\\
&\simeq0.775+0.461\simeq1.237\ {\rm eV},\\
E_B&=150(0.0583)^2+4.5(0.229)^2\nonumber\\
&\simeq0.510+0.237\simeq0.747\ {\rm eV}.
\end{align}
(The last digits come from unrounded values.) A search for the lowest level that connects reactant and product on the full two-dimensional surface gives the same 1.237 and 0.747 eV.

The barrier of B is lower by 0.49 eV, which exceeds $\Delta=0.20$ eV. Measured from the A minimum, the transition states lie at 1.237 eV for A and at $0.20+0.747=0.947$ eV for B. Here energies stand for free energies, since I assume equal prefactors and no entropy difference between the orientations. At 500 K, $kT=0.04309$ eV, and
\begin{equation}
\frac{f_B}{f_A}=e^{(1.237-0.947)/0.04309}\simeq 840.
\end{equation}
B holds 0.955\% of the adsorbed molecules and makes 99.9\% of the product. The rate constants show how: $k_A=3.4$ s$^{-1}$ and $k_B=3.0\times10^5$ s$^{-1}$ for $\nu=10^{13}$ s$^{-1}$. A population penalty of about 100 meets a rate advantage of almost $10^5$.

\textbf{Q:} So I should look for the geometry with the ligand nearest the proton?

\textbf{A:} That rule fails too. Raise B to 0.60 eV above A, keeping both distances and the energies of A and the gas fixed. B is still closer and still has the lower barrier, but its transition state now lies at $0.60+0.747=1.347$ eV, above that of A. Its share of the product falls to 7\%. Conversely, keep $\Delta=0.20$ eV but place both ligands at 0.370 nm. The barriers are then equal, and B makes 0.955\% of the product, the same as its population. The quantity to compare is the height of the transition states above a common zero.

\section{When the orientations do not equilibrate}

\textbf{Q:} You assumed fast interconversion. What if a molecule lands in A and cannot turn?

\textbf{A:} Follow one molecule that starts in A, and count desorption as final. Let $k_{AB}$ and $k_{BA}$ be the rotation rates, $d_B$ the desorption rate from B, and $\tau_i$ the mean total time spent in orientation $i$. State B is empty at the start and at the end, so entries must balance exits:
\begin{equation}
k_{AB}\tau_A=(k_{BA}+k_B+d_B)\tau_B.
\end{equation}
The probability of reacting from $i$ is $k_i\tau_i$. Using detailed balance, $k_{AB}/k_{BA}=e^{-\Delta/kT}$, we find
\begin{equation}
\frac{f_B}{f_A}=\frac{k_B}{k_A}\frac{k_{AB}}{k_{BA}+k_B+d_B}
=\frac{(k_B/k_A)\,e^{-\Delta/kT}}{1+(k_B+d_B)/k_{BA}}. \label{single}
\end{equation}
Equation~(\ref{ratio}) returns when $k_{BA}\gg k_B+d_B$. In the opposite limit of very large $k_B$, the ratio tends to $k_{AB}/k_A$. Turning is then the slow step of the B route, and lowering the barrier of B further gains nothing.

For the example I take a rotation barrier of 0.30 eV from B and a rotation prefactor of $10^{12}$ s$^{-1}$. Then $k_{BA}=9.5\times10^8$ s$^{-1}$, while $d_B=8.6\times10^6$ s$^{-1}$. The correction in the denominator is 0.9\%, and the ratio is 834. If the top of the rotation barrier is raised to 1.30 eV above A, the ratio drops to $8\times10^{-4}$. For such an isolated molecule your original conclusion about the route holds, although the molecule will most probably desorb without reacting: $d_A=8.3\times10^4$ s$^{-1}$ is far larger than $k_A$.

\textbf{Q:} So slow rotation rescues the stable geometry?

\textbf{A:} Not under a steady gas supply in this example. Molecules also land directly in B, and desorption followed by readsorption exchanges the orientations. With the same slow rotation, but with gas present, B still makes 99.9\% of the product, and the rate is 97\% of its value with fast rotation. The loss has a simple origin. Without rotation, B is filled at the landing rate and emptied at $d_B+k_B$, so reaction lowers its population by the factor $1/(1+k_B/d_B)=1/(1+0.034)\simeq0.97$. Both results need direct landing in B. The small loss of rate also needs $k_B\ll d_B$; if B reacted faster than it desorbed, it would still make most of the product, but the rate would be limited by landing in B.

\section{Coverage: what the stable geometry does}

\textbf{Q:} If A hardly reacts, does its stability matter at all?

\textbf{A:} It matters through the coverage. Let a hydroxyl site be free or hold one molecule, in A or B, and let exchange with the gas be faster than reaction. At pressure $P$, $\theta_i=K_iP\theta_*$, where $\theta_*$ is the free fraction. From $\theta_*+\theta_A+\theta_B=1$ we get $\theta_*=1/(1+K_AP+K_BP)$, and the consumption rate per unreacted site is
\begin{equation}
r=k_A\theta_A+k_B\theta_B
=\frac{K_APk_A+K_BPk_B}{1+K_AP+K_BP}. \label{rate}
\end{equation}
Now deepen the A minimum by $\varepsilon$, with temperature, pressure, B and all transition states held fixed. Then $K_A$ grows by $e^{\varepsilon/kT}$ and $k_A$ falls by the same factor. The numerator does not change, so
\begin{equation}
\frac{r_{\rm new}}{r_{\rm old}}=
\frac{1+K_AP+K_BP}{1+e^{\varepsilon/kT}K_AP+K_BP}. \label{block}
\end{equation}
If the coverage is low both before and after the change, this ratio is close to 1. At high coverage, with $K_B\ll K_A$, it tends to $e^{-\varepsilon/kT}$. The stable geometry then blocks sites: it holds hydroxyls that B could otherwise use.

\textbf{Q:} Which regime is the example in?

\textbf{A:} In between. I take 0.5 Torr, a molecular mass of 300 u, a capture area of 0.5 nm$^2$ per site, an adsorption energy of 1.0 eV for A and a desorption prefactor of $10^{15}$ s$^{-1}$. If every molecule that hits a free site sticks, half in each orientation, each orientation receives $1.13\times10^5$ molecules per second. Dividing by the desorption rates gives
\begin{equation}
K_AP=\frac{1.13\times10^5}{8.33\times10^4}\simeq1.36,\qquad
K_BP=\frac{1.13\times10^5}{8.64\times10^6}\simeq0.013.
\end{equation}
Equation~(\ref{rate}) gives $r\simeq1650$ s$^{-1}$. Solving the rate equations for free site, A and B without assuming equilibrium, and taking the inverse mean time to reaction from a free site, gives 1640 s$^{-1}$ and a mean coverage of 0.575.

Deepening A by 0.10 eV cuts this rate to 16\% of its value. At $5\times10^{-6}$ Torr the same change leaves the rate unaltered within 0.02\%. At 500 Torr, a formal limit far from deposition conditions, it leaves 10\%. When rotation is fast, stronger molecular binding therefore speeds up this reaction only if it also lowers a transition state or, where landing is the bottleneck, brings more molecules to the site. Lowering the transition state of the minor route raises only that route's flux, and the gain must outweigh the added blocking.

\section{How far to trust the example}

\textbf{Q:} Protons are light. Does a classical barrier mean anything here?

\textbf{A:} It supports the route better than the rate. Three omitted effects act together.

First, the O--H stretch loses its zero-point energy at the saddle: 0.202 eV for A and 0.194 eV for B in the harmonic approximation. With $\Delta$ held at 0.20 eV, the two losses nearly cancel in the flux ratio, but the second multiplies $k_B$ by $e^{0.194/0.04309}\simeq90$ at fixed $\nu$. This factor belongs with a prefactor near $kT/h=1.04\times10^{13}$ s$^{-1}$, as here, which treats the stretch as frozen in its ground state. A fully classical proton would instead try about $10^{14}$ times per second, and the correction to that rate would be only about 10. Bending modes are left out.

Second, tunnelling multiplies $k_A$ by about 2.7 and $k_B$ by about 1.8 in a semiclassical estimate made at the saddle distance, counting only energies above the zero-point level of the well there. The factor for B is sensitive to that cutoff: the parabolic-barrier formula, which has none, gives about 3.1 for A and 2.4 for B. At one energy, 0.142 eV above the well bottom on the B route, this estimate gives a transmission of 0.0305, while a solution of the wave equation gives 0.0397. The estimate is 23\% low relative to the latter, so these factors are rough.

Third, the proton can return before the amine leaves. In the symmetric model the return is as fast as the transfer. If the amine is bound by 0.60 eV and its departure has a prefactor of $10^{13}$ s$^{-1}$, it leaves at $9.0\times10^6$ s$^{-1}$. Against the uncorrected $k_B$ it escapes with probability 0.97. Against the quantum-corrected transfer rate, about $90\times1.75\times3.0\times10^5\simeq5\times10^7$ s$^{-1}$, return is the more likely outcome. This depends on the assumed prefactor: with the $10^{15}$ s$^{-1}$ used for precursor desorption, the amine would leave at $9\times10^8$ s$^{-1}$ and escape with probability 0.95.

With all three included, the site consumption rate rises by a factor of 22, and the share through B is 98.6\%. These values assume fast rotation and the $10^{13}$ s$^{-1}$ prefactor for amine departure. The route survives; the absolute rate does not. The net rate constant for reaction from B, with return included, is now about $8\times10^6$ s$^{-1}$, close to $d_B$. The loss of rate under slow rotation would therefore no longer be small.

\textbf{Q:} And an error in my computed energies?

\textbf{A:} An error of 0.1 eV in the difference of transition-state energies moves the flux ratio to between 83 and 8600. To make the routes equal, the error would have to be 0.29 eV, or the prefactors would have to favour A by a factor of about 840. Temperature matters as well: with energies and prefactors fixed, the ratio is about 4500 at 400 K and 270 at 600 K. Heating weakens the preference because the same energy difference is divided by a larger $kT$.

\textbf{Q:} How does this compare with a real deposition process?

\textbf{A:} Thermal atomic layer deposition from alkylamides runs very roughly at 400--600 K and 0.1--1 Torr, with pulses of about a tenth of a second or longer. The temperature here lies in that regime. The quoted pressure, however, is the total reactor pressure, often mostly carrier gas, while the 0.5 Torr of the model is the precursor partial pressure, which can be much lower. At 0.01 Torr the coverage would be below 0.03, deepening A by 0.10 eV would leave about 80\% of the rate, and a site would last about 13 ms. The parameters describe no particular compound. At 0.5 Torr the model consumes a site in about 0.6 ms, much less than a pulse, but this is not a predicted growth time. The 0.345 nm distance in B is longer than a typical O--H$\cdots$N hydrogen bond, roughly 0.3 nm, and the model has no separate cost for breaking the metal--ligand bond. Real surfaces also break the assumption of independent sites. A mean-field repulsion of 0.03 eV from each of four neighbouring sites, weighted by their occupation, lowers the equilibrium coverage from about 0.58 to 0.345. If it raises A, B and both transition states equally, the rate falls in the same proportion, to about 60\%, and the route is unchanged. Crowding by fragments left after reaction could affect A and B differently; the model does not size that effect.

\textbf{Q:} Then what should I compute for my precursor?

\textbf{A:} Keep A, because it sets the coverage. Add the other orientations that can be reached, and find the ligand-exchange transition state from each. Put all of them on one free-energy scale, and compare the rotation rates with the reaction and desorption rates; barriers alone can mislead, because the prefactors may differ widely. Include the departure of the amine, because the proton may return first. If the orientations equilibrate and each route keeps its own intermediate until the amine leaves, the main route is the one whose highest transition state up to that departure is clearly the lowest in free energy, whichever minimum it starts from. If the orientations do not equilibrate, or if the routes share an intermediate or their intermediates interconvert, use rate equations that include every step and the actual landing probabilities. The numerical output below gives the main values for the example.

\section*{Numbers as computed}
\begin{verbatim}
Morse depth 4.5 eV, range 22.0 1/nm, bond 0.1 nm
Lean-in spring: 300.0 eV/nm^2
Rest distance O to ligand atom: A 0.37, B 0.345 nm
B above A 0.2 eV; adsorption energy of A 1.0 eV
Rotation barrier from B: 0.3 eV
Prefactors react, rotate, desorb: 1e+13, 1e+12, 1e+15 1/s
T 500.0 K, P 0.5 Torr, mass 300.0 u, site 0.5 nm^2
kT: 0.04309 eV
Barrier at rest distance: A 2.153, B 1.589 eV
Barrier after leaning in: A 1.237, B 0.747 eV
Same from flood search: A 1.237, B 0.747 eV
Distance at saddle: A 0.2981, B 0.2867 nm
Transition state above A minimum: A 1.237, B 0.947 eV
Reaction rates: kA 3.42, kB 2.98e+05 1/s
Rotation rates: A to B 9.12e+06, B to A 9.47e+08 1/s
Desorption rates: A 8.33e+04, B 8.64e+06 1/s
Landing rate into each orientation: 1.13e+05 1/s
Fraction of adsorbed molecules in B: 0.955 %
Total molecular coverage: 0.575 per site
Product share through B: 99.881 %
Flux ratio B/A, master equation: 841.8
Flux ratio B/A, formula: 841.9
Site consumption rate, master equation: 1638.9 1/s
Site consumption rate, equilibrium formula: 1651.0 1/s
Control, both at A distance: share through B: 0.955 %
Control, B raised to 0.6 eV: share through B 7.26 %
A deepened by 0.1 eV, rate new/old at three pressures:
  5e-06 Torr: 0.9999
  0.5 Torr: 0.1606
  500 Torr (formal limit): 0.0991
Single molecule from A, flux ratio B/A: 834.1
Same, rotation level 1.3 eV above A: 0.00077
Slow rotation with gas supply: share through B: 99.877 %
Slow rotation with gas supply: rate new/old: 0.974
O-H stretch zero-point energy: A 0.202, B 0.194 eV
Tunnelling factor: A 2.69, B 1.75
Transmission at 0.142 eV: semiclassical 0.0305, wave 0.0397
Amine binding 0.6 eV: leaving rate 8.96e+06 1/s
Chance that amine leaves before proton returns: 0.968
Zero-point, tunnelling, return: share through B: 98.635 %
Zero-point, tunnelling, return: rate new/old: 21.67
Repulsion 0.03 eV, 4 neighbours: coverage 0.345 per site
Flux ratio for 0.1 eV error: 82.7 to 8575
Flux ratio B/A: 400 K 4535, 600 K 274
\end{verbatim}
